**Q.** Suppose I am told that germanium self-diffusion varies as squared electron density over intrinsic density when doubly negative vacancies dominate. That could mean $n^2/n_i$ or $(n/n_i)^2$. And why should a neutral germanium atom care how many electrons there are?

**A.** The atom moves by exchanging places with a vacancy, and a negatively charged vacancy costs less free energy when electrons are easier to obtain. To settle the power, we must count vacancies.

Let $k=0,1,2$ label a vacancy of charge $-ke$. Energies are measured from the valence-band edge and $E_F$ is the Fermi level. Forming a vacancy costs a free energy $g_k$, plus the removal of $k$ electrons from a reservoir at $E_F$, which contributes $-kE_F$. With $N_k$ vacancies of each kind on $N$ lattice sites, the free energy is

$$G=\sum_k N_k(g_k-kE_F)-k_BT\ln\frac{N!}{(N-\sum_jN_j)!\,\prod_jN_j!}.$$

Stirling's formula gives the derivative

$$\frac{\partial G}{\partial N_k}=g_k-kE_F+k_BT\ln\frac{N_k}{N-\sum_jN_j}.$$

In equilibrium it vanishes, because surfaces and dislocations can create or absorb vacancies. For dilute vacancies the denominator is $N$. With site density $N_s$, the concentrations are therefore

$$C_k=N_s\exp\!\left[-\frac{g_k-kE_F}{k_BT}\right].$$

I write $g_0=G_0$, $g_1=G_0+E_1$ and $g_2=G_0+E_1+E_2$. Here $E_1$ and $E_2$ are the levels for accepting the first and second electron, with state degeneracies absorbed into them.

**Q.** That contains a Fermi level, not an electron density.

**A.** For non-degenerate electrons, with conduction-band edge $E_g$ and effective density of states $N_c$,

$$n=N_c e^{-(E_g-E_F)/k_BT},\qquad n_i=N_c e^{-(E_g-E_i)/k_BT},$$

where $E_i$ is the Fermi level of undoped material at the same temperature. Dividing gives

$$x\equiv\frac{n}{n_i}=e^{(E_F-E_i)/k_BT}.$$

The same division for the vacancies, with $g_k$ unaffected by doping, gives

$$\frac{C_k(n)}{C_k(n_i)}=e^{k(E_F-E_i)/k_BT}=x^k.$$

Each captured electron supplies one factor of $x$. The neutral density is unchanged, the singly negative density is linear in $x$, and the doubly negative density is quadratic.

**Q.** You used a reservoir. A crystal is a closed, neutral object. Does the count survive?

**A.** It was tested by summing the states of a closed box, without introducing a Fermi level. The box had $2\times10^7$ states in each band, a gap of $2k_BT\ln5000$, 1000 possible vacancy sites and at most two vacancies. The statistical weights per site were $10^{-8}$, $3\times10^{-8}$ and $10^{-7}$ for $k=0,1,2$. Adding 12000 ionised donors raised the mean electron number by a factor 3.303, whose square is 10.91. The three vacancy numbers rose by factors 1.000, 3.305 and 10.92.

**Q.** Vacancy concentration is not self-diffusivity. How does one become the other?

**A.** Let a vacancy of type $k$ exchange with each of its four neighbours at rate $\nu_k$. The bond length $d$ in diamond structure satisfies $d^2=3a^2/16$, where $a$ is the cubic lattice constant. The vacancy's jumps are taken as independent, with total rate $4\nu_k$, so in three dimensions

$$D_k=\frac{4\nu_kd^2}{6}=\frac{a^2\nu_k}{8}.$$

A marked germanium atom can jump only if a neighbouring site is vacant. Each of its four neighbours is a type-$k$ vacancy with probability $C_k/N_s$, so its jump rate is $4\sum_k\nu_kC_k/N_s$. Successive jumps of the atom are correlated, which brings in a factor $f$:

$$D^*=f\sum_k\frac{C_k}{N_s}D_k.$$

**Q.** If $f$ depends on the vacancy's charge, your ratio acquires an unknown factor.

**A.** It does not, provided a vacancy of any charge chooses its four directions equally. Charge then changes when jumps occur, not their sequence of directions.

Let $t$ be the mean cosine between consecutive jumps of the marked atom. Threefold symmetry about the bond means that, given one jump, the average next jump is $t$ times it. Jumps $m$ steps apart then have mean cosine $t^m$, and for many jumps

$$f=1+2\sum_{m=1}^{\infty}t^m=1+\frac{2t}{1-t}=\frac{1+t}{1-t}.$$

To find $t$, note that just after a jump the vacancy sits where the atom came from. Let $P_0$ be the probability that their next exchange is from that site, and $P_1$ the probability for each of the other three neighbours. The first reverses the jump, with cosine $-1$; the others have cosine $+1/3$. Hence

$$t=-P_0+3P_1\left(\tfrac13\right)=-(P_0-P_1).$$

A vacancy that escapes for good contributes nothing, since later vacancies arrive without directional memory.

Now let $G_0^{\rm w}$, $G_1^{\rm w}$ and $G_2^{\rm w}$ be the expected visits of a free random walk to its starting site, a given first neighbour and a given second neighbour. Stopping the walk at the marked atom subtracts the same number of visits from all four of the atom's neighbours, by symmetry. That subtraction cancels in a difference. Since a step from a neighbour hits the atom with probability $1/4$, $P_0-P_1=(G_0^{\rm w}-G_2^{\rm w})/4$. Counting arrivals at each site gives

$$G_0^{\rm w}=1+G_1^{\rm w},\qquad G_1^{\rm w}=\tfrac14(G_0^{\rm w}+3G_2^{\rm w}).$$

Eliminating $G_1^{\rm w}$ gives $3(G_0^{\rm w}-G_2^{\rm w})=4$. Thus $P_0-P_1=1/3$, $t=-1/3$ and $f=1/2$. A numerical solution on a periodic lattice of 3456 sites gave $t=-0.3331$ and $f=0.5002$.

**Q.** What if the vacancy changes charge slowly, between hops?

**A.** In equilibrium the mean hop rate is still the population-weighted average, whatever the switching speed. A direct simulation tested this with 300 copies of a 128-site lattice, one vacancy in each, for 6000 time steps. The charge populations were 0.2, 0.3 and 0.5, with hop probabilities 0.2, 0.5 and 0.9 per step; a charge change was attempted with probability 0.1. The mean squared atomic displacement was 1.012 times the prediction with $f=1/2$, a difference within the 4% allowed for sampling and the small cell.

**Q.** Then put the pieces together. Which square is right?

**A.** Define the transport shares in intrinsic material,

$$s_k=\frac{C_k(n_i)D_k}{\sum_jC_j(n_i)D_j},\qquad s_0+s_1+s_2=1.$$

The vacancy diffusivities $D_k$ do not depend on doping in this model. Substituting $C_k(n)=C_k(n_i)x^k$ and cancelling $f/N_s$ gives

$$\frac{D^*(n)}{D^*(n_i)}=s_0+s_1x+s_2x^2.$$

If doubly negative vacancies carry nearly all the transport at both densities, $s_2\simeq1$ and

$$\boxed{D^*(n)\simeq D^*(n_i)\left(\frac{n}{n_i}\right)^2}.$$

The ratio is squared as a whole. The alternative $n^2/n_i$ has the dimension of a density and does not reduce to one at $n=n_i$.

**Q.** Suppose they dominate only after doping. Is the formula still correct?

**A.** The power is, but the prefactor is not. At large $x$ one has $D^*(n)\simeq s_2D^*(n_i)x^2$, and $s_2$ need not be near one. Writing that term out, with $f=1/2$, shows what is happening:

$$D^*(n)\simeq\frac{a^2\nu_2}{16}\,\frac{n^2}{N_c^2}\exp\!\left[-\frac{G_0+E_1+E_2-2E_g}{k_BT}\right].$$

At fixed temperature this is a constant times $n^2$; the intrinsic density has dropped out. It enters the boxed law because the undoped crystal is used as the reference.

For $x\ge1$ there is also a useful bound. Since

$$\frac{s_0+s_1x+s_2x^2}{x^2}=s_2+\frac{s_1}{x}+\frac{s_0}{x^2},$$

the full result lies between $s_2$ and 1 times the square law.

**Q.** An experimenter chooses the donor density, not $n$. What does the law say then?

**A.** Let all donors, of density $N_D$, be ionised, and neglect the vacancies' charge. Neutrality reads $n=N_D+p$. For non-degenerate carriers $np=n_i^2$, so

$$n^2-N_Dn-n_i^2=0,\qquad n=\frac{N_D}{2}+\sqrt{\frac{N_D^2}{4}+n_i^2}.$$

The positive root is required. Dividing the quadratic equation by $n_i^2$ gives $x^2=1+(N_D/n_i)x$. For light doping, $x\simeq1$ on the right and the enhancement is $1+N_D/n_i$, linear in the donor density. For $N_D\gg n_i$, $n\simeq N_D$ and it becomes $(N_D/n_i)^2$. Both $n$ and $n_i$ must be taken at the anneal temperature, not at room temperature.

**Q.** Show me numbers for germanium.

**A.** Take 900 K, where $k_BT=0.07756$ eV, and $N_D=10^{19}$ cm$^{-3}$. Rough band parameters are $N_c=5\times10^{19}$ cm$^{-3}$, $N_v=3\times10^{19}$ cm$^{-3}$ and $E_g=0.40$ eV, where $N_v$ is the valence-band density of states. Then

$$n_i=\sqrt{N_cN_v}\,e^{-E_g/2k_BT}=2.94\times10^{18}\ {\rm cm^{-3}},$$

$$n=\left[5.00+\sqrt{5.00^2+2.94^2}\right]\times10^{18}=1.08\times10^{19}\ {\rm cm^{-3}}.$$

Thus $x=3.675$, and the square law predicts an enhancement of 13.5.

For the vacancies I choose $G_0=2.00$ eV, $E_1=0.02$ eV and $E_2=0.04$ eV. All charge states have the same attempt rate, $10^{13}$ s$^{-1}$, and migration free energy, 0.70 eV. With $a=0.566$ nm this gives $\nu=1.20\times10^9$ s$^{-1}$ and a vacancy diffusivity of $4.82\times10^{-7}$ cm$^2$/s. The intrinsic vacancy densities for $k=0,1,2$ are $2.79\times10^{11}$, $2.20\times10^{12}$ and $1.34\times10^{13}$ cm$^{-3}$. With $N_s=4.41\times10^{22}$ cm$^{-3}$,

$$D^*(n_i)=\frac12\,\frac{(0.028+0.220+1.340)\times10^{13}}{4.41\times10^{22}}\,(4.82\times10^{-7})$$

$$=8.67\times10^{-17}\ {\rm cm^2/s}.$$

The shares are $s_0=0.0175$, $s_1=0.1385$ and $s_2=0.844$, so the full enhancement is

$$0.0175+0.1385(3.675)+0.844(13.51)=11.9.$$

The doped diffusivity is $1.03\times10^{-15}$ cm$^2$/s. In one hour the root-mean-square displacement $\sqrt{6D^*t}$ rises from about 14 nm to 47 nm.

**Q.** So your own example disobeys the law by 12%.

**A.** Yes, the full sum is 12% below the square law, because singly negative and neutral vacancies together carry 16% of the intrinsic transport, and their contributions grow more slowly than $x^2$. Lowering $E_2$ at fixed Fermi levels tests this explanation. For $E_2=0.04$, $-0.20$ and $-0.50$ eV the deviation falls from 12% to 0.6% and then 0.013%. The negative values serve to approach the limit; they are not proposed germanium levels.

The local power of $n$ follows by differentiating the full sum:

$$\frac{d\ln D^*}{d\ln n}=\frac{s_1x+2s_2x^2}{s_0+s_1x+s_2x^2}.$$

This is the transport-weighted mean number of electrons on a vacancy. It is 1.83 in the intrinsic crystal and 1.95 in the doped one.

**Q.** What happens with acceptors instead?

**A.** Fewer electrons suppress the doubly negative state most strongly. With $10^{19}$ cm$^{-3}$ ionised acceptors at the same temperature, $x=0.272$. The square law predicts a ratio of 0.074, but the full sum gives 0.118. Both figures treat the holes as non-degenerate; their density is over a third of $N_v$, so this is only approximate, and degeneracy would lower both ratios. As $x\to0$ the model ratio approaches $s_0$, not zero, since neutral vacancies remain.

**Q.** Your $n$ is a fifth of $N_c$. Is that really non-degenerate?

**A.** Only approximately. Put $z=e^{(E_F-E_g)/k_BT}$ and $u=n/N_c$. For a parabolic band, expanding the Fermi function in $z$ gives

$$u=z-\frac{z^2}{2^{3/2}}+\cdots,\qquad \ln z\simeq\ln u+\frac{u}{2^{3/2}}.$$

The doubly negative density varies as $z^2$. Its enhancement is therefore $x^2$ times $\exp[(n-n_i)/(\sqrt2N_c)]$. This estimate gives 1.118; numerical Fermi-Dirac integration gives 1.117. At the actual $n/n_i$, degeneracy therefore raises the doubly negative contribution about 12% above the square law, and by more at higher doping. At fixed donor density $n/n_i$ itself also rises, from 3.675 to 3.755, so that contribution grows by a factor of 15.8 instead of 13.5.

**Q.** Free carriers also screen charges. Does that not shift your levels?

**A.** It does. In linear screening a point charge $q$ has potential $qe^{-\kappa r}/(4\pi\varepsilon r)$, with $\kappa^2=e^2(n+p)/(\varepsilon k_BT)$. Subtracting the bare Coulomb potential leaves $-q\kappa/(4\pi\varepsilon)$ at the charge. Building the charge up from zero supplies a factor one half, so its energy changes by $-q^2\kappa/(8\pi\varepsilon)$.

Call the lowering $w$ for one electron; it is $4w$ for the doubly negative vacancy, whose charge is twice as large. Then $n\propto e^{(E_F+w)/k_BT}$ and $C_2\propto e^{(2E_F+4w)/k_BT}$. Eliminating $E_F$ leaves $C_2\propto n^2e^{2w/k_BT}$. For relative permittivity 16, $w$ rises from 0.0132 to 0.0185 eV on doping, which in this linear estimate would multiply the square law by 1.15. That is a rough scale, not a correction to apply. Linear screening needs potential energies below $k_BT$, whereas an electron's energy near the doubly negative vacancy exceeds $k_BT$ out to about 1.3 nm. The estimate also treats carriers classically and omits screening by donors. In the same linear formula, donors free to rearrange like the carriers would add $N_D$ to $n+p$ in the doped crystal and give a factor of about 1.37.

**Q.** Donors are positive and these vacancies negative. Surely they pair.

**A.** They do, and this may be the largest omission. Each donor has four neighbouring sites. If binding energy $E_b$ favours a vacancy there, the number bound per free doubly negative vacancy is

$$\frac{C_{\rm bound}}{C_2}=4\frac{N_D}{N_s}e^{E_b/k_BT}.$$

For trial bindings of 0.3 and 0.5 eV it is 0.04 and 0.57, and it grows exponentially with $E_b$. These trials may be low. The screened point-charge attraction at one bond length, crude as it is at that distance, is about 0.66 eV and would give about 4.7 bound vacancies per free one. Only nearest-neighbour sites are counted; in the same point-charge estimate, more distant sites out to 1.3 nm hold an excess of about 0.9 per free vacancy. These are population ratios, not diffusivity corrections, because a bound vacancy need not move host atoms as a free one does. The bound population grows as $N_Dn^2$, so appreciable pair transport would steepen the dependence on doping.

**Q.** How much of this should I believe for a real wafer?

**A.** The gap and densities of states are rough values for hot germanium, and the intrinsic diffusivity has the expected order, about $10^{-16}$ cm$^2$/s at 900 K. The vacancy levels are model choices that make the doubly negative state prevail; they are not evidence that it does. Heavily doped contacts can exceed $10^{19}$ cm$^{-3}$, where degeneracy and pairing matter more. For this example, with a single parabolic band edge, degeneracy raises the doubly negative contribution by about 12% at a given $n/n_i$. Germanium's higher conduction valleys, about 0.2 eV up and partly filled at 900 K, would reduce this to roughly 5 to 9%. The linear screening estimates warn that screening may matter at a similar level, but they do not fix its size or even its sign. If bound vacancies moved atoms as effectively as free ones, 0.5 eV binding would add 57% to the doubly negative contribution, and a binding near 0.66 eV would multiply it several times.

Equilibrium with sinks is a separate condition. The estimate $L^2/D_V$, with $D_V$ the common vacancy diffusivity, gives 0.02 s over $L=1000$ nm, short compared with an hour but not with a millisecond anneal. Here $L$ is an assumed distance to the nearest sink. At the centre of a dislocation-free wafer 500 μm thick the same estimate gives about 20 minutes, and trapping at donors lengthens it further. Implantation damage can also leave excess vacancies, and then the equilibrium formula does not apply. The vacancies' own charge is harmless here: it is about $4\times10^{-5}$ of the donor charge. The remaining values are in the numerical output.

## Numbers as computed

```
Closed box: n/ni = 3.3034, square = 10.913
Closed box: V0, V-, V2- ratios = [ 1.     3.305 10.923]
Mean cosine of successive tracer jumps = -0.3331
Diamond correlation factor = 0.5002
Simulated/predicted tracer mean square = 1.0123
Temperature = 900 K; kT = 0.07756 eV
Input Nc = 5.00e+19, Nv = 3.00e+19 cm^-3
Input gap = 0.40 eV; donors = 1.00e+19 cm^-3
Input lattice constant = 0.566 nm
Lattice-site density = 4.412e+22 cm^-3
Input neutral formation free energy = 2.00 eV
Input levels E1, E2 = 0.02, 0.04 eV
Input attempt rate = 1.0e+13 s^-1
Input migration free energy = 0.70 eV
Hop rate to one neighbour = 1.203e+09 s^-1
Vacancy diffusivity = 4.816e-07 cm^2/s
Intrinsic density = 2.938e+18 cm^-3
Doped electron density = 1.080e+19 cm^-3
n/ni = 3.675; square-law ratio = 13.509
Fermi levels: intrinsic 0.1802, n-type 0.2811 eV
Intrinsic V0, V-, V2- densities (cm^-3): 2.787e+11 2.199e+12 1.340e+13
n-type V0, V-, V2- densities (cm^-3): 2.787e+11 8.081e+12 1.810e+14
Intrinsic transport shares: [0.0175 0.1385 0.844 ]
n-type transport shares: [0.0015 0.0427 0.9559]
Intrinsic self-diffusivity = 8.668e-17 cm^2/s
n-type self-diffusivity, full sum = 1.034e-15 cm^2/s
n-type self-diffusivity, square law = 1.171e-15 cm^2/s
Full-sum ratio = 11.927
Full sum / square law = 0.8829
Local slopes: intrinsic 1.826, n-type 1.954
Relative law errors, E2 = 0.04, -0.20, -0.50 eV: 1.17e-01 6.23e-03 1.31e-04
RMS 3D displacement in 1 h: 13.68 nm intrinsic
RMS 3D displacement in 1 h: 47.25 nm n-type
p-type, acceptors 1.0e+19 cm^-3: n/ni = 0.2721
p-type ratio: full 0.1177, square law 0.0740
Fermi-Dirac: ni 2.860e+18, n 1.074e+19 cm^-3
Degeneracy factor on square law = 1.1174
Degeneracy estimate = 1.1179
Input relative permittivity = 16.0
Screening lengths: 3.42 intrinsic, 2.43 nm n-type
One-electron shifts: 0.0132, 0.0185 eV
Screening factor on square law = 1.1475
Bound/free V2-, binding 0.3 eV = 0.0434
Bound/free V2-, binding 0.5 eV = 0.5719
Vacancy charge / donor charge = 3.702e-05
Vacancy diffusion time over 1000 nm = 0.0208 s
```
